# Localization length of a weakly disordered one-dimensional chain: verification in Python

```python
"""
Result under test: a chain t*(psi[n+1]+psi[n-1]) + eps[n]*psi[n] = E*psi[n]
with eps uniform on [-W/2, W/2] has, for weak disorder and E away from
0 and +-2t, the amplitude localization length (in lattice spacings)
    xi = 24*(4*t**2 - E**2)/W**2 = 1/gamma,
where gamma is the growth rate per site of ln|psi|.
Symbols: k = arccos(E/2t), u = eps/(t sin k), phi = phase of the local wave,
psi[n] = rho*sin(phi)/sin(k). All functions below use energies in units of t.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

rng = np.random.default_rng(12345)


def gamma_law(E, W):
    return W**2 / (24 * (4 - E**2))


def recursion_gamma(E, W, steps=3000, burn=1000, chains=10000):
    """Growth rate and standard error from the bare wave equation."""
    angle = rng.uniform(0, 2 * np.pi, chains)
    previous, current = np.cos(angle), np.sin(angle)
    for n in range(burn + steps):
        if n == burn:
            start = np.log(np.hypot(previous, current))
        eps = W * (rng.random(chains) - 0.5)
        previous, current = current, (E - eps) * current - previous
    rates = (np.log(np.hypot(previous, current)) - start) / steps
    return rates.mean(), rates.std(ddof=1) / np.sqrt(chains)


def stationary_phase(E, W, modes=40, grid=1024, nodes=120):
    """gamma, <exp(2i phi)>, <exp(4i phi)> from the stationary phase law."""
    k = np.arccos(E / 2)
    phi = np.pi * np.arange(grid) / grid
    x, weight = np.polynomial.legendre.leggauss(nodes)
    weight = weight / 2
    u = (W / 2) * x / np.sin(k)
    factor = np.exp(1j * phi)[:, None] - np.sin(phi)[:, None] * u[None, :]
    log_growth = np.log(np.abs(factor)) @ weight
    new_phase = np.exp(2j * k) * factor / factor.conj()
    orders = np.arange(-modes, modes + 1)
    kernel = np.zeros((orders.size, orders.size), complex)
    power = new_phase**(-modes)
    for column in range(orders.size):
        kernel[:, column] = (np.fft.fft(power @ weight) / grid)[orders]
        power = power * new_phase
    system = np.eye(orders.size) - kernel.T
    system[modes, :] = 0
    system[modes, modes] = 1
    right = np.zeros(orders.size, complex)
    right[modes] = 1
    moments = np.linalg.solve(system, right)
    gamma = np.sum((np.fft.fft(log_growth) / grid)[orders] * moments).real
    return gamma, moments[modes + 1], moments[modes + 2]


# Exact one-site growth of the local wave, checked on the bare recursion
k_test, eps_test = 0.83, 0.37
psi_old, psi_now = 0.61, -1.24
psi_new = (2 * np.cos(k_test) - eps_test) * psi_now - psi_old
z_now = psi_now - np.exp(-1j * k_test) * psi_old
z_new = psi_new - np.exp(-1j * k_test) * psi_now
phi_test = np.angle(np.exp(1j * k_test) * z_now)
u_test = eps_test / np.sin(k_test)
predicted = 1 - u_test * np.sin(2 * phi_test) + (u_test * np.sin(phi_test))**2
assert abs(abs(z_new / z_now)**2 - predicted) < 1e-12
assert abs(psi_now - abs(z_now) * np.sin(phi_test) / np.sin(k_test)) < 1e-12

# Variance of the box, by quadrature
variance = quad(lambda e: e**2, -0.5, 0.5)[0]
assert abs(variance - 1 / 12) < 1e-12

# Worked example
t_ry, W_ry, E_ry, spacing = 0.05, 0.05, 0.05, 6.0
E0, W0 = E_ry / t_ry, W_ry / t_ry
xi_law = 24 * (4 * t_ry**2 - E_ry**2) / W_ry**2
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
gamma_phase, _, _ = stationary_phase(E0, W0)
gamma_mc, error_mc = recursion_gamma(E0, W0)
correction = W0**2 / (20 * (4 - E0**2))
assert abs(gamma_mc / gamma_phase - 1) < 0.01      # sampling noise ~0.2 %
assert abs(gamma_phase / gamma_law(E0, W0) - 1) < 0.04
print(f"hopping t = {t_ry} Ry, box width W = {W_ry} Ry, energy E = {E_ry} Ry")
print(f"lattice spacing = {spacing} bohr")
print(f"box variance / W^2 = {variance:.6f}")
print(f"wave number k = {np.arccos(E0 / 2):.6f} rad per spacing")
print(f"mean u^2 = {W0**2 / (3 * (4 - E0**2)):.6f}")
print(f"gamma, leading law = {gamma_law(E0, W0):.6f} per spacing")
print(f"xi, leading law = {xi_law:.3f} spacings")
print(f"xi, leading law = {xi_law * spacing:.2f} bohr"
      f" = {xi_law * spacing * bohr_nm:.2f} nm")
print(f"xi, with next correction = {xi_law / (1 + correction):.3f} spacings")
print(f"xi, stationary phase solution = {1 / gamma_phase:.3f} spacings")
print(f"xi, direct recursion = {1 / gamma_mc:.2f}"
      f" +- {error_mc / gamma_mc**2:.2f} spacings")

# Approach to the law at E = t, and the size of its correction
print("E = t: W/t, xi law, xi phase solution (spacings), gamma/law - 1")
deviation = {}
for W in (0.25, 0.5, 1.0, 2.0):
    g = stationary_phase(1.0, W)[0]
    deviation[W] = g / gamma_law(1.0, W) - 1
    print(f"  {W:.2f}  {1 / gamma_law(1.0, W):9.3f}  {1 / g:9.3f}"
          f"  {deviation[W]:.6f}")
assert abs(deviation[0.25] / (0.25**2 / 60) - 1) < 0.05
assert 3.6 < deviation[0.5] / deviation[0.25] < 4.4

# Energy dependence at fixed weak disorder
print("W = 0.25 t: E/t, xi law, xi phase solution (spacings)")
for E in (0.5, 1.0, 1.5, 1.8):
    g = stationary_phase(E, 0.25)[0]
    assert abs(g / gamma_law(E, 0.25) - 1) < 0.02
    print(f"  {E:.2f}  {1 / gamma_law(E, 0.25):9.3f}  {1 / g:9.3f}")

# Phase averages away from the anomalies
_, first, second = stationary_phase(1.5, 0.25)
u2 = 0.25**2 / (3 * (4 - 1.5**2))
assert abs(first.real / (-u2 / 8) - 1) < 0.1
assert abs(second.real / (u2 / 8) - 1) < 0.1
print(f"E = 1.5 t, W = 0.25 t: mean u^2 = {u2:.6f}")
print(f"  <cos 2phi> = {first.real:.6f}, <cos 4phi> = {second.real:.6f}")

# Band centre: nonuniform phase density (3 + cos 4phi)^(-1/2)
norm = quad(lambda p: 1 / np.sqrt(3 + np.cos(4 * p)), 0, np.pi / 2)[0]
cos4 = quad(lambda p: np.cos(4 * p) / np.sqrt(3 + np.cos(4 * p)),
            0, np.pi / 2)[0] / norm
g_centre, _, second_centre = stationary_phase(0.0, 0.25)
assert abs(g_centre / (0.25**2 / 96 * (1 + cos4)) - 1) < 0.01
assert abs(second_centre.real - cos4) < 0.005
g_mc, e_mc = recursion_gamma(0.0, 1.0)
assert abs(g_mc / stationary_phase(0.0, 1.0)[0] - 1) < 0.012
assert g_mc + 5 * e_mc < gamma_law(0.0, 1.0)
print(f"band centre <cos 4phi>: density {cos4:.5f},"
      f" phase solution {second_centre.real:.5f}")
print(f"band centre xi W^2/t^2: naive law {1 / gamma_law(0.0, 1.0):.2f},"
      f" corrected {96 / (1 + cos4):.2f}")
print(f"  phase solution at W = 0.25 t: {0.25**2 / g_centre:.2f}")
print(f"  direct recursion at W = t: {1 / g_mc:.2f}"
      f" +- {e_mc / g_mc**2:.2f}")
print(f"W = 0.5 t: crossover energy W^2/(12 t) = {0.5**2 / 12:.4f} t")
print("  E/t, xi(phase solution)/xi(law)")
for E in (0.0, 0.01, 0.05, 0.2):
    ratio = gamma_law(E, 0.5) / stationary_phase(E, 0.5)[0]
    print(f"  {E:.2f}  {ratio:.4f}")

# Band edge: xi stays finite and scales as W^(-2/3)
edge_small, _ = recursion_gamma(2.0, 0.2)
edge_large, _ = recursion_gamma(2.0, 0.4)
assert abs(edge_large / edge_small / 2**(2 / 3) - 1) < 0.04
print(f"band edge E = 2t: xi = {1 / edge_small:.2f} spacings at W = 0.2 t,"
      f" {1 / edge_large:.2f} at W = 0.4 t")
print(f"  ratio = {edge_large / edge_small:.4f},"
      f" 2^(2/3) = {2**(2 / 3):.4f}")

# End amplitudes of eigenstates from the spectrum: identity on a short chain
short_eps = rng.random(12) - 0.5
levels, vectors = eigh_tridiagonal(short_eps, np.ones(11))
for i in range(12):
    gaps = np.abs(np.delete(levels, i) - levels[i])
    assert abs(abs(vectors[0, i] * vectors[-1, i]) * np.prod(gaps) - 1) < 1e-8


def scaled_end_decay(length, samples, W=1.0):
    """Mean of -ln|psi_1 psi_N| / gamma_law over states 0.5 < |E| < 1.5."""
    values = []
    for _ in range(samples):
        site = W * (rng.random(length) - 0.5)
        e = eigh_tridiagonal(site, np.ones(length - 1), eigvals_only=True)
        chosen = np.where((np.abs(e) > 0.5) & (np.abs(e) < 1.5))[0]
        gaps = np.abs(e[chosen, None] - e[None, :])
        gaps[np.arange(chosen.size), chosen] = 1.0
        decay = np.log(gaps).sum(axis=1)
        values.append(np.mean(decay / gamma_law(e[chosen], W)))
    return np.mean(values)


slope = (scaled_end_decay(3000, 10) - scaled_end_decay(1000, 20)) / 2000
assert abs(slope - 1) < 0.08                       # sampling noise ~2 %
print(f"eigenstates, W = t, 0.5t < |E| < 1.5t, 1000 and 3000 sites:"
      f" decay rate / law = {slope:.3f}")

print("all good")
```

Output:

```
hopping t = 0.05 Ry, box width W = 0.05 Ry, energy E = 0.05 Ry
lattice spacing = 6.0 bohr
box variance / W^2 = 0.083333
wave number k = 1.047198 rad per spacing
mean u^2 = 0.111111
gamma, leading law = 0.013889 per spacing
xi, leading law = 72.000 spacings
xi, leading law = 432.00 bohr = 22.86 nm
xi, with next correction = 70.820 spacings
xi, stationary phase solution = 70.868 spacings
xi, direct recursion = 70.94 +- 0.11 spacings
E = t: W/t, xi law, xi phase solution (spacings), gamma/law - 1
  0.25   1152.000   1150.804  0.001039
  0.50    288.000    286.816  0.004129
  1.00     72.000     70.868  0.015975
  2.00     18.000     17.182  0.047609
W = 0.25 t: E/t, xi law, xi phase solution (spacings)
  0.50   1440.000   1438.826
  1.00   1152.000   1150.804
  1.50    672.000    670.818
  1.80    291.840    290.837
E = 1.5 t, W = 0.25 t: mean u^2 = 0.011905
  <cos 2phi> = -0.001484, <cos 4phi> = 0.001502
band centre <cos 4phi>: density -0.08611, phase solution -0.08599
band centre xi W^2/t^2: naive law 96.00, corrected 105.05
  phase solution at W = 0.25 t: 104.99
  direct recursion at W = t: 104.05 +- 0.20
W = 0.5 t: crossover energy W^2/(12 t) = 0.0208 t
  E/t, xi(phase solution)/xi(law)
  0.00  1.0918
  0.01  1.0817
  0.05  1.0213
  0.20  0.9989
band edge E = 2t: xi = 23.24 spacings at W = 0.2 t, 14.71 at W = 0.4 t
  ratio = 1.5795, 2^(2/3) = 1.5874
eigenstates, W = t, 0.5t < |E| < 1.5t, 1000 and 3000 sites: decay rate / law = 0.996
all good
```
